# Gate-Field Control of Spin Couplings in a Two-Site Hubbard Model, part 2

Two electrons occupy a symmetric double well $V(x)$, with site 1 on the left, site 2 on the right, and $x$ pointing from 1 to 2. The problem is to find how a gate field $F$ along $z$ acts on the coupling between their spins $\mathbf S_1$ and $\mathbf S_2$, given in units of $\hbar$.

With $k=-i\,\partial_x$, effective mass $m$, elementary charge $e$, Rashba coefficient $r>0$ and $\alpha=e\,r\,F$, the Rashba term along the bond is $\alpha kN$. Here $N=\mathbf n\cdot\boldsymbol\sigma$, $\mathbf n=-\hat{\mathbf y}$, and $\sigma_i$ are the Pauli matrices. The motion along $y$ is frozen in an even ground state, and the transverse term $\alpha\sigma_xk_y$ is neglected.

The two-orbital model has one orbital per site, centres a distance $d$ apart, on-site repulsion $U$, and hopping $-c_1^\dagger Mc_2+\text{h.c.}$ with $M=t+i\lambda N$. Part (b) gave $\lambda=t\,m\alpha d/\hbar^2$. For $t,|\lambda|\ll U$, part (d) gave

$$H_{\rm eff}=J\,\mathbf S_1\cdot\mathbf S_2+D\,\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)+\Gamma(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)-\frac{t^2+\lambda^2}{U}$$

$$J=\frac{4(t^2-\lambda^2)}{U},\qquad D=\frac{8t\lambda}{U},\qquad \Gamma=\frac{8\lambda^2}{U}.$$

Part (e) gave two corrections:

- A field component along the bond produces site energies $\pm\epsilon/2$. All three couplings then grow by the factor $1/(1-\epsilon^2/U^2)$, provided $U-|\epsilon|$ remains large compared with the hopping.
- Spin-dependent hopping already present at $F=0$ keeps the antisymmetric coupling finite there and adds terms linear in $F$ to the symmetric one.

In part (f), $M=\tau e^{i\theta N}$ with $\tau^2=t^2+\lambda^2$ and $\tan\theta=\lambda/t$. The spin frame $\tilde c_2=e^{i\theta N}c_2$ gives an ordinary Hubbard dimer with hopping $\tau$. Its low-energy Hamiltonian is $J_0(\mathbf S_1\cdot\tilde{\mathbf S}_2-\tfrac14)$, where $\tilde{\mathbf S}_2=\tfrac12\tilde c_2^\dagger\boldsymbol\sigma\tilde c_2$. The triplets have zero energy, and the singlet

$$|s\rangle=\tfrac1{\sqrt2}\left(c_{1\uparrow}^\dagger\tilde c_{2\downarrow}^\dagger-c_{1\downarrow}^\dagger\tilde c_{2\uparrow}^\dagger\right)|0\rangle$$

has energy $-J_0$, with

$$J_0=\tfrac12\left(\sqrt{U^2+16\tau^2}-U\right)=\frac{4\tau^2}{U}\left(1-\frac{4\tau^2}{U^2}+\dots\right).$$

In the original spin frame,

$$\boxed{J=J_0\cos2\theta,\qquad D=J_0\sin2\theta,\qquad \Gamma=J_0(1-\cos2\theta).}$$

### (g) Does the anisotropy split the triplet?

*Find the levels of the spin Hamiltonian, first complete and then with $\Gamma$ left out.*

**Solution.** Quantize the spins along $\mathbf n$ and omit the common constant. In $|{\uparrow\uparrow}\rangle$ and $|{\downarrow\downarrow}\rangle$ the $D$ term gives nothing, and both energies are $(J+\Gamma)/4$. In the space of $|{\uparrow\downarrow}\rangle$ and $|{\downarrow\uparrow}\rangle$ the diagonal elements are $-(J+\Gamma)/4$. The off-diagonal part follows from

$$\mathbf n\cdot(\mathbf S_1\times\mathbf S_2)=\tfrac i2\left(S_1^+S_2^--S_1^-S_2^+\right),$$

which joins the exchange term $\tfrac J2(S_1^+S_2^-+S_1^-S_2^+)$. Its magnitude is $\tfrac12|J+iD|$, so

$$E_\pm=-\frac{J+\Gamma}4\pm\frac12\sqrt{J^2+D^2}.$$

Part (f) gives $J+\Gamma=J_0$ and $J^2+D^2=J_0^2$. Hence $E_+=J_0/4$, equal to the other two energies, and $E_-=-3J_0/4$. The triplet stays threefold degenerate in zero magnetic field. Without a magnetic field, the level pattern of an isolated dimer does not reveal $\theta$.

If $\Gamma$ is dropped because it is of second order in $\lambda$, the parallel states lie at $J/4$ and the third state at $-J/4+J_0/2$. Their difference is

$$\frac{J_0-J}2=\frac\Gamma2 ,$$

a splitting that the Hubbard dimer does not have. The effect of $D$ on the levels is itself of second order in $\lambda$, so a consistent calculation keeps both terms.

### (h) Is the quadratic change of the isotropic coupling reliable?

*Compare the two-orbital hopping with the one-dimensional Rashba problem, without restriction to two orbitals.*

**Solution.** Let $q=m\alpha/\hbar^2$. Completing the square gives

$$\frac{\hbar^2k^2}{2m}+\alpha kN+V=\frac{\hbar^2}{2m}(k+qN)^2+V-\frac{\hbar^2q^2}{2m}.$$

For $\psi=e^{-iqxN}\phi$ one finds $(k+qN)\psi=e^{-iqxN}k\phi$. The function $\phi$ therefore obeys the equation without Rashba coupling, and every level moves by the same constant. The tunnel splitting remains $2t$, whereas the two-orbital model predicts $2\sqrt{t^2+\lambda^2}$.

For the well of part (j), the full grid calculation changed the splitting by a relative $5\times10^{-8}$, which is discretization error. The two-orbital value is $3.3\times10^{-3}$. Admixture of higher orbitals removes the apparent increase.

In the full one-dimensional problem the hopping magnitude is thus $t$, and the spin frames at the two centres differ by the angle $2qd$, up to corrections from the finite size of the orbitals. To leading order $\theta=qd=\lambda/t$, so $D$ and $\Gamma$ agree with the two-orbital result. The isotropic coupling does not: it is $(4t^2/U)(1-2\theta^2)$ instead of $(4t^2/U)(1-\theta^2)$. The two-orbital model gives the leading anisotropic couplings correctly, but not the field-quadratic part of $J$.

### (i) How can $D$ be read out?

*Apply a uniform magnetic field with Zeeman energy $b$, perpendicular to $\mathbf n$. Find the gap where the singlet meets the lowest triplet.*

**Solution.** In the rotated frame the exchange is isotropic, but site 2 sees the vector $\mathbf b$ turned by $2\theta$ about $\mathbf n$. Call it $\tilde{\mathbf b}$. The Zeeman energy is

$$\mathbf b\cdot\mathbf S_1+\tilde{\mathbf b}\cdot\tilde{\mathbf S}_2=\bar{\mathbf b}\cdot(\mathbf S_1+\tilde{\mathbf S}_2)+\tfrac12\boldsymbol\delta\cdot(\mathbf S_1-\tilde{\mathbf S}_2),$$

with $\bar{\mathbf b}=(\mathbf b+\tilde{\mathbf b})/2$ and $\boldsymbol\delta=\mathbf b-\tilde{\mathbf b}$. Two vectors of length $b$ at angle $2\theta$ have $|\bar{\mathbf b}|=b\cos\theta$ and $|\boldsymbol\delta|=2b\sin\theta$, and $\boldsymbol\delta\perp\bar{\mathbf b}$.

Quantize along $\bar{\mathbf b}$, and let $\boldsymbol\delta$ define the local $x'$ axis. The lowest triplet $|{\downarrow\downarrow}\rangle$ has energy $-b\cos\theta$, and the singlet has $-J_0$. Acting on the singlet,

$$(S_1^{x'}-\tilde S_2^{x'})|s\rangle=\frac{|{\downarrow\downarrow}\rangle-|{\uparrow\uparrow}\rangle}{\sqrt2}.$$

The coupling of the two levels is therefore $\tfrac12\cdot2b\sin\theta\cdot\tfrac1{\sqrt2}=b\sin\theta/\sqrt2$, and the gap is twice this. With $b\cos\theta\approx J_0$ at the meeting point,

$$\Delta\approx\sqrt2\,J_0\tan\theta\approx\frac{D}{\sqrt2},$$

for small $\theta$ and small $t/U$. If the magnetic field points along $\mathbf n$, then $\tilde{\mathbf b}=\mathbf b$, the difference $\boldsymbol\delta$ vanishes, and the levels cross. In this model the directional contrast identifies the axis, and the gap gives the size of $D$. Other spin-orbit terms shift the axis, as part (k) shows.

### (j) What are the numbers for a double quantum dot?

*Use rough typical parameters of a gate-defined double dot in a narrow-gap III-V quantum well: $m=0.025$ electron masses, relative permittivity 15, dot level spacing $\hbar\omega=8$ meV, well minima at $x=\pm a$ with $a=35$ nm, $r=1.2\ \mathrm{nm^2}$ and $F=0.03$ MV/cm.*

**Solution.** The potential consists of two parabolas, $V=\tfrac12m\omega^2(|x|-a)^2$. Its two lowest states give $t=0.3303$ meV and $d=68.62$ nm. The field is $eF=3$ meV/nm, so $\alpha=1.2\times3=3.6$ meV nm. With $\hbar^2/m=3048\ \mathrm{meV\,nm^2}$,

$$\frac\lambda t=\frac{3.6\times68.62}{3048}=0.0810,\qquad \lambda=0.0268\ \text{meV}.$$

For the repulsion, neglect the thickness of the layer and take Gaussian orbitals in the plane with length $\ell=\sqrt{\hbar/(m\omega)}=19.5$ nm, orthogonalized to each other. Their Coulomb energies are 6.17 meV on one site and 1.44 meV between the sites. Moving an electron onto the other site costs the difference, $U=4.73$ meV. Then

$$J=\frac{4(0.3303^2-0.0268^2)}{4.73}=0.0916\ \text{meV},$$

$$D=\frac{8\times0.3303\times0.0268}{4.73}=0.0150\ \text{meV},\qquad \Gamma=\frac{8\times0.0268^2}{4.73}=0.0012\ \text{meV}.$$

Divided by Boltzmann's constant, these are 1.06 K, 0.17 K and 0.014 K.

Diagonalizing the dimer at this finite $t/U$ gives $D=14.7$ µeV and $\Gamma=1.19$ µeV. The reduction of $D$ by 1.9 percent is the next order found in (f), $4\tau^2/U^2\approx0.020$. With $t$ and $U$ held fixed, fields of 0.01, 0.02 and 0.03 MV/cm give $D=4.89$, 9.78 and 14.67 µeV. The corresponding $\Gamma$ is 0.132, 0.529 and 1.189 µeV. Tripling the field triples $D$ and multiplies $\Gamma$ by nine.

The anticrossing gap of the dimer is 10.3 µeV, against $D/\sqrt2=10.4$ µeV. For a rough $g$ factor of 10 it lies at 0.16 T. This counts the Zeeman energy alone, which suits a magnetic field along the bond. A field of this size along $z$ also acts on the orbital motion and lowers $J$ by about 3 percent for a layer of zero thickness.

### (k) What does the model leave out at these values?

*Compare the omitted effects with $J$, $D$ and $\Gamma$.*

**Solution.** *Coulomb terms beyond $U$.* Direct exchange between the orthogonalized orbitals lowers $J$ by 11 µeV. Hopping assisted by the Coulomb interaction raises the effective $t$ by 7 percent, which raises $J$. Without Rashba coupling, the two together give $J=92$ µeV. The near cancellation depends on the Gaussian orbitals: with the two lowest orbitals of the double well itself, the same estimate gives only about 49 µeV. The on-site repulsion is 0.77 of the dot level spacing, so excited orbitals are not a small correction. Including them gives $J\approx85$ µeV for a layer of zero thickness and about 100 µeV for a layer 20 nm thick, which weakens the repulsion. $D$ and $\Gamma$ shift roughly in proportion, so these corrections change the values in (j) by about 10 percent. They do not include screening by the gate. For the 20 nm layer, an ideal metal plane 50 nm away would raise $J$ by a further 8 percent, and one 30 nm away by more than 20 percent. The example gives sizes and trends, not a precise device prediction.

*Spin-orbit coupling of the crystal.* A host without inversion symmetry has Dresselhaus coupling even at $F=0$. For a bond along a cubic axis and a well 20 nm wide, a rough estimate is 0.19 of the Rashba strength. It adds a field-independent Dzyaloshinskii-Moriya component of 2.8 µeV along the bond, perpendicular to the Rashba component. By part (e), it also adds symmetric terms linear in $F$. In the readout of part (i), a magnetic field along $\mathbf n$ then leaves a gap of about 2 µeV, and the levels cross for a field in the layer plane about 10 degrees away from $\mathbf n$. The neglected transverse Rashba motion has the small parameter $(m\alpha\ell/\hbar^2)^2=5\times10^{-4}$.

*Field direction.* A tilt of 0.1 degree toward the bond gives $\epsilon=0.36$ meV and raises all couplings of the two-orbital dimer by 0.6 percent. With excited orbitals included, $J$ rises by about 1 percent. At 1 degree $\epsilon$ would be 3.6 meV, and the formula of (e) gives a factor of about 2.4. This is near the edge of its validity: diagonalizing the dimer gives about 2.1. The two-orbital model itself fails at this tilt: with excited orbitals included, $J$ grows by a factor of about 4 for a layer of zero thickness and about 6 for a layer 20 nm thick. By part (h), the Rashba coupling itself lowers $J$ by only $2\theta^2\approx1.3$ percent. Without compensation by side gates, even a tilt of 0.1 degree is therefore enough to mask this effect.

*Vertical confinement.* The field mixes the second vertical state into the first with amplitude 0.10. The confinement energy is 0.09 of the assumed 0.4 eV gap. In a two-band model with 0.025 as the band-edge mass, this raises the in-plane mass by about 17 percent. Tunnelling is sensitive to the mass: at fixed $U$ and $\alpha$, $D$ would fall by about 36 percent if the dot potential is kept, and by about 54 percent if the level spacing is kept. The mass in (j) must therefore be read as the in-plane mass of the confined electron.

*Nuclear spins and temperature.* A rough nuclear-spin energy of 0.3 µeV is small beside $D$ but a quarter of $\Gamma$. At 0.05 K the thermal energy is 4.3 µeV, and in zero magnetic field the thermal share of the triplet is about $2\times10^{-9}$. At the anticrossing of part (i) the gap is only 10.3 µeV, and the upper level then has a thermal share of about 8 percent.

*High-field limits.* The potential drop across the well is 60 mV, well below the gap. Estimated tunnelling exponents are 54 between the bands and 127 for escape through a rough 0.5 eV wall, so both processes are negligible here. The field is 0.75 of a rough bulk breakdown field. That bulk value is only a guide here, because a carrier crossing the well gains far less energy than the gap.

*Comparison with a real device.* The mass, permittivity, dot size and Rashba coefficient are meant as rough values for narrow-gap III-V dots. In a gated device, $t$ need not stay fixed while $F$ changes. At fixed $U$ and $d$, $D$ is proportional to $t^2F$, so a 10 percent rise in $t$ raises $D$ by 21 percent, and $D$ is then no longer linear in $F$. A built-in asymmetry of the well adds a Rashba term at zero gate field, so $D$ changes sign at a shifted field. For such a dimer, gate control of $D$ is a low-temperature effect: 0.17 K is far below room temperature. The numerical output below gives more digits for the two-orbital results, with $\Gamma$ printed as G.

## Computed values

```
INPUTS (rough typical narrow-gap III-V double dot)
effective mass / electron mass       0.025
relative permittivity                15
dot level spacing                    8.0 meV
well minima at +/-                   35 nm
Rashba coefficient r                 1.2 nm^2
gate field F                         0.030 MV/cm
well width, band gap                 20 nm, 400 meV
MODEL PARAMETERS
hbar^2/m                             3048.0 meV nm^2
orbital length                       19.52 nm
hopping t                            0.3303 meV
distance of orbital centres d        68.62 nm
bond momentum, grid                  7.437426e-03 1/nm
bond momentum, formula               7.437438e-03 1/nm
Rashba alpha                         3.600 meV nm
Rashba hopping lam                   0.02677 meV
lam/t, theta                         0.08105, 0.08088 rad
on-site, inter-site repulsion        6.170, 1.438 meV
effective U                          4.731 meV
COUPLINGS
second order J, D, G     91.648, 14.955, 1.2121 ueV
exact dimer  J, D, G     89.917, 14.672, 1.1892 ueV
second order J, D, G in K  1.0635, 0.1735, 0.01407 K
F=0.01 MV/cm: exact D, G   4.891, 0.1322 ueV
F=0.02 MV/cm: exact D, G   9.782, 0.5286 ueV
F=0.03 MV/cm: exact D, G   14.672, 1.1892 ueV
anticrossing gap, D/sqrt2 (exact D)  10.292, 10.375 ueV
magnetic field there (rough g=10)    0.156 T
splitting change, full Rashba        5.1e-08
splitting change, two orbitals       3.28e-03
NEGLECTED EFFECTS
higher orders in t/U, change of D    -1.89 %
direct exchange shift of J           -11.38 ueV
correlated-hopping change of t       7.12 %
J with both (no Rashba)              92.20 ueV
on-site repulsion / level spacing    0.77
transverse Rashba (m alpha l/hbar^2)^2  5.3e-04
Dresselhaus/Rashba strength          0.19
field-independent D from it          2.77 ueV
detuning from 0.1 degree field tilt  0.359 meV
exchange factor from that tilt       1.0058
vertical Stark mixing amplitude      0.096
subband energy / gap                 0.094
nuclear-spin energy (rough)          0.28 ueV
thermal energy at 0.05 K            4.31 ueV
thermal triplet share                2.0e-09
voltage drop over well               60 mV
interband tunnelling exponent        54
escape exponent (rough 0.5 eV wall)  127
field / rough bulk breakdown field   0.75
```
